# Neck subsampling of the screened interaction for two-dimensional excitons

## Result

When the Bethe-Salpeter equation of a two-dimensional semiconductor is solved on a uniform $N\times N$ mesh, the interaction $W$ at $q=0$ diverges. Neck subsampling, introduced for the $q$ sums of the $GW$ self-energy of two-dimensional systems and applied here to the exciton kernel, replaces it by an average over the central mesh cell, taken from a few radial points:

$$\bar W\simeq\sum_s p_s\,W(q_s),\qquad \sum_s p_s=1 .\tag{1}$$

In the model below, three points give $\bar W$ to 0.06 % at $N=24$. The average shifts every exciton level by the same amount and removes about nine tenths of the mesh error in the binding energy. It does not change the order of that error. For mesh step $\Delta\to0$ the binding energy remains too small by

$$\frac{-Z-4\ln(1+\sqrt2)}{2\pi}\,\Delta\approx0.0596\,\Delta ,\qquad Z=-3.9003,\tag{2}$$

because the other cells, chiefly those near the centre, are still sampled at one point each. A head fixed by the zone integral of $W$ removes this linear term.

## Model and discrete equation

Hartree atomic units are used. The lattice is square with constant $a$, and energies are measured from the gap. The electron-hole pair has the band

$$E(\mathbf k)=\frac{2-\cos k_xa-\cos k_ya}{\mu a^2}\;\to\;\frac{k^2}{2\mu}\quad(ka\ll1).$$

The screened interaction is static and isotropic,

$$W(q)=\frac{2\pi}{q\,\varepsilon(q)},\qquad \varepsilon(q)=1+r_0q,$$

with $\mathbf q$ folded into the first zone. Bloch overlaps are set to one, and electron-hole exchange is left out. The exciton with binding energy $E_b$ obeys

$$E(\mathbf k)\varphi(\mathbf k)-\int_{\rm BZ}\frac{d^2k'}{(2\pi)^2}W(\mathbf k-\mathbf k')\varphi(\mathbf k')=-E_b\,\varphi(\mathbf k).$$

The mesh step is $\Delta=2\pi/(Na)$, so each mesh point carries the weight $\Delta^2/(2\pi)^2=1/(N^2a^2)$. The matrix to diagonalize is

$$H_{\mathbf k\mathbf k'}=E(\mathbf k)\delta_{\mathbf k\mathbf k'}-\frac{W(\mathbf k-\mathbf k')}{N^2a^2}.$$

The value $W_0$ assigned to $\mathbf k=\mathbf k'$, called the head, multiplies the identity matrix. It therefore leaves the eigenvectors unchanged and adds $W_0\Delta^2/(2\pi)^2$ to the binding energy.

## The average over the central cell

Let $\theta(q)$ be the angle over which a circle of radius $q$ lies inside the square cell of side $\Delta$. It equals $2\pi$ up to $q=\Delta/2$ and falls to zero at the corner, $q=\Delta/\sqrt2$. In polar coordinates the factor $q$ of the area element cancels the divergence. With $q=t\Delta/2$,

$$\bar W=\frac1{\Delta^2}\int q\,\theta\,W\,dq=\frac{2\pi}{\Delta^2}\int\frac{\theta}{\varepsilon}\,dq=\frac{\pi}{\Delta}\int_0^{\sqrt2}\frac{\theta(t)}{\varepsilon(t\Delta/2)}\,dt .\tag{3}$$

What has to be sampled is the smooth function $1/\varepsilon$, under the positive weight $\theta$.

**Gauss rule.** The moments of the weight follow from the same polar integral over a square of half-side one, which consists of eight equal triangles:

$$m_j=\int_0^{\sqrt2}t^j\theta\,dt=8\int_0^{\pi/4}\!d\phi\int_0^{\sec\phi}\!t^j\,dt=\frac{8}{j+1}\int_0^{\pi/4}\sec^{j+1}\phi\,d\phi .$$

In particular $m_0=8\ln(1+\sqrt2)$ and $m_1=4$. Let $P_n(t)=t^n+\sum_{k<n}c_kt^k$ be orthogonal to all lower powers under $\theta$, which means

$$\sum_{k<n}c_k\,m_{j+k}=-m_{j+n},\qquad j=0,\dots,n-1 .$$

Its zeros are the nodes $t_s$. The weights $w_s$ solve $\sum_sw_st_s^j=m_j$ for $j<n$. A polynomial of degree up to $2n-1$ can be written $P_nQ+R$, with $Q$ and $R$ of degree below $n$. The first term integrates to zero by orthogonality and vanishes at the nodes; the second is integrated correctly by the choice of weights. The rule is therefore exact up to degree $2n-1$.

To reach the form (1), equate $(\pi/\Delta)w_s/\varepsilon(q_s)$ with $p_s\,2\pi/[q_s\varepsilon(q_s)]$:

$$q_s=\frac{t_s\Delta}2,\qquad p_s=\frac{w_sq_s}{2\Delta}=\frac{w_st_s}{4},\qquad\sum_sp_s=\frac{m_1}4=1 .$$

For $n=1$ the node is $t_1=m_1/m_0$, so $q_1=\Delta/[4\ln(1+\sqrt2)]\approx0.284\,\Delta$.

**Ring rule.** One may instead cut the cell into rings and give each ring its share of the area. With $A_s=\int q\theta\,dq$ and $C_s=\int\theta\,dq$ over ring $s$, take $p_s=A_s/\Delta^2$ and $q_s=A_s/C_s$. Then $p_sW(q_s)=2\pi C_s/[\Delta^2\varepsilon(q_s)]$, and $q_s$ is the mean of $q$ under $\theta$. This is the one-point Gauss rule in each ring, exact when $1/\varepsilon$ is linear there.

## Error of the radial rules

Write $f(t)=1/\varepsilon=1/(1+ct)$ with $c=r_0\Delta/2$. Let $h$ be the polynomial of degree $2n-1$ that matches $f$ and $f'$ at the nodes. The rule integrates $h$ exactly and cannot distinguish it from $f$. The interpolation remainder then gives

$$\int\theta f\,dt-\sum_sw_sf(t_s)=\int\theta\,\frac{f^{(2n)}(\xi)}{(2n)!}\,P_n^2\,dt>0,\qquad \frac{f^{(2n)}(t)}{(2n)!}=\frac{c^{2n}}{(1+ct)^{2n+1}},$$

with $\xi$ depending on $t$. Both rules thus approach $\bar W$ from below for this screening.

The rate is set by the pole of $1/\varepsilon$ at $q=-1/r_0$. Map $0\le q\le\Delta/\sqrt2$ onto $-1\le x\le1$. The pole moves to $x=-z$ with

$$z=1+\frac{2\sqrt2}{r_0\Delta},\qquad \rho=z+\sqrt{z^2-1}.$$

Summing a geometric series in $e^{i\alpha}/\rho$, with $x=\cos\alpha$ and $T_k(x)=\cos k\alpha$, gives

$$\frac1{z+x}=\frac{1}{\sqrt{z^2-1}}\Big[1+2\sum_{k\ge1}(-1)^k\rho^{-k}T_k(x)\Big].$$

The rule is exact for all terms with $k<2n$. Its weights are positive, because it integrates exactly the square of each Lagrange polynomial of the nodes, which has degree $2n-2$. Since also $|T_k|\le1$, the error is bounded by a constant times $\rho^{-2n}$. Each added point lowers the bound by a factor $\rho^2$. For $r_0\Delta\ll1$, $\rho$ is large and one point suffices. For $r_0\Delta\gg1$, $\rho$ tends to one and more points are needed.

A uniform $M\times M$ submesh of midpoints converges slowly. Near the centre $W\approx2\pi/q$, and rescaling lengths by the subcell side $\Delta/M$ shows that the error of the integral of $1/q$ is proportional to $\Delta/M$.

## Error left in the binding energy

Let $V(\mathbf R)=\int_{\rm BZ}W\cos(\mathbf q\cdot\mathbf R)\,d^2q/(2\pi)^2$ be the attraction at lattice separation $\mathbf R$, and $V_N(\mathbf R)$ its mesh sum. The function $W(q)[\cos(\mathbf q\cdot\mathbf R)-1]$ vanishes at $q=0$, so its mesh sum does not contain the head. Poisson summation turns that sum into one over the supercell vectors $\mathbf L=Na\,\mathbf n$, with $\mathbf n$ a pair of integers. The term $\mathbf L=0$ is $V(\mathbf R)-V(0)$, hence

$$V_N(\mathbf R)-V(\mathbf R)=\big[V_N(0)-V(0)\big]+\sum_{\mathbf L\ne0}\Big\{\tfrac12\big[V(\mathbf L+\mathbf R)+V(\mathbf L-\mathbf R)\big]-V(\mathbf L)\Big\}.\tag{4}$$

The first bracket is a constant and shifts the levels rigidly. The second term comes from the periodic images of the exciton.

**The constant.** For small $q$, $W=2\pi(1/q-r_0+\dots)$. The mesh error of $1/q$ requires the difference between $\sum'1/|\mathbf n|$, without the origin, and the matching integral. Insert

$$\frac1{|\mathbf n|}=\pi^{-1/2}\int_0^\infty s^{-1/2}e^{-sn^2}ds$$

under a smooth cutoff that is then removed. With $\vartheta(s)=\sum_{\mathbf n}e^{-sn^2}$ the difference becomes

$$Z=\pi^{-1/2}\int_0^\infty s^{-1/2}\Big[\vartheta(s)-1-\frac{\pi}{s}\Big]ds .$$

This is the continuation to $\sigma=\tfrac12$ of $\sum'|\mathbf n|^{-2\sigma}=4\zeta(\sigma)\beta(\sigma)$. The product form follows from the count of representations of an integer by two squares, with $\beta(\sigma)=1-3^{-\sigma}+5^{-\sigma}-\dots$. So $Z=4\zeta(\tfrac12)\beta(\tfrac12)=-3.9003$.

Since $q=\Delta|\mathbf n|$ and each cell has area $\Delta^2$, the integral of $1/q$ is in error by $Z\Delta$. If the head is dropped, the constant $-r_0$ also misses one cell, an error of $+r_0\Delta^2$. With the prefactor $2\pi/(2\pi)^2$,

$$V(0)-V_N(0)\simeq\frac{-Z\Delta-r_0\Delta^2}{2\pi}\qquad\text{(head dropped)}.\tag{5}$$

A small $\Delta^2$ term from the kink of the folded $W$ at the zone edge, where screening has made $W$ weak, is neglected. The neck average adds $[4\ln(1+\sqrt2)\,\Delta-r_0\Delta^2]/(2\pi)$ to $V_N(0)$. The $r_0$ terms cancel and equation (2) remains.

**The images.** For $R\ll L$ the braces in (4) are $\tfrac12\sum_{ij}R_iR_j\,\partial_i\partial_jV(\mathbf L)$. Square symmetry reduces their sum to $\tfrac14R^2\sum_{\mathbf L\neq0}\nabla^2V(\mathbf L)$. At $L\gg r_0$ the attraction is $1/L$, and in two dimensions $\nabla^2(1/L)=1/L^3$. First-order perturbation theory gives an overbinding

$$\delta E_{\rm im}\simeq\frac{\langle R^2\rangle}{4(Na)^3}\sum_{\mathbf n\ne0}\frac1{|\mathbf n|^3},\tag{6}$$

where the lattice sum is $4\zeta(\tfrac32)\beta(\tfrac32)\approx9$.

**Sum-rule head.** Choosing $W_0$ so that $V_N(0)=V(0)$ removes the constant and leaves the images. The zone integral $V(0)$ needs $1/\varepsilon$ between mesh points. A cubic spline through $q=0$, the neck points and the mesh radii supplies a good approximation without a new evaluation of $\varepsilon$. Its interpolation error enters the sum-rule results below.

## Worked example

Take $a=6$ bohr, $\mu=0.25$, $r_0=75$ bohr and $N=24$. Then $\Delta=0.043633$ bohr$^{-1}$ and $r_0\Delta=3.27$, so the screening varies strongly inside the cell. The three-point rule gives:

| $q_s/\Delta$ | $p_s$ | $W(q_s)$ (Ha bohr²) | $p_sW(q_s)$ |
|---|---|---|---|
| 0.070454 | 0.076839 | 1661 | 127.6 |
| 0.311788 | 0.539759 | 228.6 | 123.4 |
| 0.544843 | 0.383402 | 95.0 | 36.4 |

The sum is 287.4 Ha bohr², against 287.60 from direct polar quadrature. The innermost point holds 8 % of the area and supplies 44 % of the average. One, two, three and four points are low by 8.5, 0.70, 0.061 and 0.005 %. From three to four points the error falls by 11.80; the pole gives $\rho^2=11.82$.

Four rings with equally spaced edges are low by 1.09 %. Edges at $(s/4)^{3/2}$ of the corner radius, which are denser near the centre, reduce this to 0.76 %. The uniform submesh is off by 9.8 % for $M=8$ and 0.63 % for $M=128$, close to the $1/M$ law. When $M$ is doubled from 8, $M=2048$ is the first to match three Gauss points. This compares plain midpoints with a rule that uses isotropy.

The reference binding energy needs no mesh in $\mathbf k$. Each quadrant of the zone is split into two triangles; in one of them $q_y=q_xt$, so $d^2q=q_x\,dq_x\,dt$ cancels the divergence, and $V(\mathbf R)$ follows by smooth quadrature. In real space the Hamiltonian has the diagonal $2/(\mu a^2)-V(\mathbf R)$ and nearest-neighbour hopping $-1/(2\mu a^2)$. The result is $E_b=0.02118$ Ha $=0.576$ eV, with rms radius 19.7 bohr. Reducing the box from 30 to 22 sites on each side of the origin changes $E_b$ by less than $10^{-7}$ Ha.

At $N=24$ the dropped head gives only 0.006163 Ha. The four-point neck average adds

$$\frac{287.59\times(0.043633)^2}{(2\pi)^2}=0.01387\ \text{Ha},$$

which brings the binding to 0.02003 Ha $=0.545$ eV. The binding missing from each mesh result, in mHa, is as follows (negative means overbound):

| $N$ | head dropped | neck average | sum-rule head |
|---|---|---|---|
| 12 | 19.65 | −0.85 | −2.56 |
| 24 | 15.02 | 1.15 | −0.205 |
| 48 | 9.58 | 0.91 | −0.030 |
| 96 | 5.59 | 0.56 | −0.0044 |
| 384 | 1.61 | 0.16 | −0.0001 |

The neck average at $N=24$, with 576 mesh points, has a smaller error than the dropped head at $N=384$, with 147,456. Its own convergence is slow, however. At $N=384$ the missing binding divided by $\Delta$ is 0.0588 Ha bohr, near the limit 0.0596. For the dropped head, equation (5) gives 1.604 mHa against the computed 1.608 mHa.

The row $N=12$ runs against the trend: the neck average overbinds, and the sum-rule head is worse. The two columns differ by a rigid shift of 1.71 mHa, the constant part of the error as estimated with the spline; the exact $V(0)$ gives 1.78 mHa. The neck result is therefore a partial cancellation, $1.71-2.56=-0.85$ mHa, and its small error is not a sign of convergence. The supercell is then only 72 bohr wide, less than four rms radii.

Equation (6) gives 0.0046 mHa at $N=96$, against the computed 0.0044 mHa. It predicts a factor of 8 per doubling of $N$, while the computed factor from $N=24$ to 96 is about 6.8. Finite $r_0/(Na)$ corrects the law on coarse meshes. The zone-edge kink, left out of (6), adds a term proportional to $\Delta^2$. Its real-space tail alternates in sign from site to site, so it overbinds for even $N$, the case of the table, and underbinds by half as much for odd $N$. It is about 0.0008 mHa at $N=96$. It falls more slowly than (6) and, for even $N$, exceeds it beyond $N\approx600$. The spline matters at this level too: with the exact $V(0)$ the overbinding is 0.219 mHa at $N=24$ and 0.033 mHa at $N=48$, instead of the tabulated 0.205 and 0.030 mHa; at $N=96$ it is 0.0050 mHa, above the value of (6) rather than below it. The close agreement at $N=96$ is therefore a check of size, not a precise test of (6).

## Where a single radial line fails

Let $r_0$ be replaced by $r_0(1+b\cos2\phi)$. A rotation by 90° maps the cell onto itself and reverses $b$, so the true average has no term linear in $b$. A single line along $x$ does have one. For $b=0.3$ and four Gauss points its error is about −11 %. In the mean of the $x$ and $y$ lines the linear term cancels, and the error is 0.9 %.

## Relation to real monolayers

The parameters lie roughly in the regime of monolayer transition-metal dichalcogenides, whose lattice is hexagonal rather than square. The radial rule and the constant in (2) belong to the square cell, and the rate $\rho^2$ to the screening $1+r_0q$; a hexagonal mesh has its own $\theta$ and its own constant. A binding energy of about half an electronvolt is the expected size for a freely suspended layer. Of the simplifications sized below, the vacuum around the layer matters most. With surroundings of mean permittivity 2.5, $\varepsilon=2.5+r_0q$ and the binding falls by 9.4 mHa, or 44 %.

Spreading both charges uniformly over a thickness $d=6$ bohr multiplies the bare interaction by the mean of $e^{-q|z-z'|}$, which is $F=(2/x)[1-(1-e^{-x})/x]$ with $x=qd$. Applying $F$ to $W$ with $\varepsilon$ unchanged costs 1.7 mHa. This overstates the effect if the polarization is spread in the same way: the screening then weakens too, $\varepsilon=1+r_0qF$, and most of the loss is recovered.

Bloch overlaps can be estimated from a two-band massive Dirac model with velocity $v$ and gap $E_g$. A step $q$ from the band edge mixes the bands with amplitude $vq/E_g$, so the electron and hole overlaps together give $1-v^2q^2/E_g^2$. The pair energy $2v^2k^2/E_g=k^2/(2\mu)$ fixes $v^2/E_g^2=1/(4\mu E_g)$. Continuing the factor as $1/[1+q^2/(4\mu E_g)]$ and ignoring the Berry phase, $E_g=0.09$ Ha costs 0.8 mHa. The value depends on the continuation: the full two-band overlaps cost about 0.1 mHa less on the same mesh.

At $N=24$ the error of the neck average, 1.2 mHa, is of the same order as these last two rough estimates and far below the effect of the surroundings. Exchange and dynamical screening were not sized.

## Values computed for the example and the checks

```
lattice constant 6.0 bohr, reduced mass 0.25 m_e, r0 75 bohr
N = 24: mesh step 0.043633 1/bohr, r0*step 3.2725
cell average of W, polar quadrature: 287.6013 Ha bohr^2
Gauss, 1 radial points: 263.2826 Ha bohr^2, too low by 8.45567 %
Gauss, 2 radial points: 285.6016 Ha bohr^2, too low by 0.69529 %
Gauss, 3 radial points: 287.4269 Ha bohr^2, too low by 0.06063 %
Gauss, 4 radial points: 287.5865 Ha bohr^2, too low by 0.00514 %
  3-point rule, point 1: q/step 0.070454, area fraction 0.076839
  3-point rule, point 2: q/step 0.311788, area fraction 0.539759
  3-point rule, point 3: q/step 0.544843, area fraction 0.383402
4 rings, edge exponent 1.0: too low by 1.0919 %
4 rings, edge exponent 1.5: too low by 0.7576 %
Gauss error ratio, 3 to 4 points: 11.80, from the pole: 11.82
uniform submesh 8 x 8: error 9.8298 %
uniform submesh 128 x 128: error 0.6311 %
first doubled submesh as good as 3 Gauss points: 2048 x 2048
r0 anisotropy 0.3: error of one line along x -10.65 %, of x and y lines 0.90 %
reference binding 0.021183 Ha = 0.5764 eV, rms radius 19.69 bohr
binding missing from the mesh result, mHa (negative = overbound):
   N   head dropped   neck average   sum-rule head
  12       19.64948       -0.84622       -2.55814
  24       15.01988        1.15093       -0.20477
  48        9.57869        0.91070       -0.03018
  96        5.59489        0.56493       -0.00442
 192        3.06258        0.31008       -0.00066
 384        1.60811        0.16034       -0.00011
N = 24 binding, head dropped: 0.006163 Ha = 0.1677 eV
N = 24 binding, neck average: 0.020032 Ha = 0.5451 eV
N = 24 binding, sum-rule head: 0.021388 Ha = 0.5820 eV
lattice constant Z -3.900265, bare cell constant 3.525494
missing binding / step after neck average: limit 0.05965, N = 384 gives 0.05880 Ha bohr
head dropped, N = 384: law 1.60405 mHa
binding change, surroundings of mean permittivity 2.5: -9.361 mHa
binding change, charge spread over 6 bohr: -1.736 mHa
binding change, Bloch overlaps, gap 0.09 Ha: -0.766 mHa
```
